# Frozen-core errors in titanium: inner screening by 3d and 4s: verification in Python

```python
"""Frozen-core errors of titanium and inner screening by 3d and 4s.

Result under test: freezing the s2d2 argon core costs an energy that is
quadratic in a small change of the field on the core. A 3d electron changes
that field strongly, a 4s electron weakly; a neon core is much less affected.
Method: configuration-average Hartree-Fock, nonrelativistic, Gaussian basis.
Symbols: l = angular momentum, q = electrons in a shell, P(r) = r R(r),
Q(r) = charge of one electron inside r, S(v,c) = mean of Q_v over shell c,
sigma = sum of S over all valence electrons, D = E(frozen) - E(relaxed).
Hartree atomic units unless a unit is printed.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import eigh, null_space
from scipy.special import gamma
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 22
RATIO = 2.3
COUNTS = [20, 14, 10]
SMALLEST = [0.015, 0.05, 0.03]

# Primitive basis and its integrals, reduced to radial form
primitives = [[l, [SMALLEST[l] * RATIO**k, 1.0]]
              for l in range(3) for k in range(COUNTS[l])]
mol = gto.M(atom="Ti 0 0 0", basis={"Ti": primitives}, spin=0, verbose=0)
edges = np.concatenate([[0], np.cumsum(COUNTS)])
span = [(int(edges[l]), int(edges[l + 1])) for l in range(3)]
exps = [np.array([mol.bas_exp(i)[0] for i in range(*span[l])])
        for l in range(3)]


def one_body(name, l):
    n, m = COUNTS[l], 2 * l + 1
    block = mol.intor(name, shls_slice=span[l] + span[l])
    return block.reshape(n, m, n, m)[:, 0, :, 0].copy()


S = [one_body("int1e_ovlp", l) for l in range(3)]
T = [one_body("int1e_kin", l) for l in range(3)]
H = [T[l] + one_body("int1e_nuc", l) for l in range(3)]
J, K, W = {}, {}, {}
for l in range(3):
    for k in range(3):
        a, b, m, n = COUNTS[l], COUNTS[k], 2 * l + 1, 2 * k + 1
        eri = mol.intor("int2e", shls_slice=span[l] * 2 + span[k] * 2)
        eri = eri.reshape(a, m, a, m, b, n, b, n)
        J[l, k] = np.einsum("ambmcndn->abcd", eri).reshape(a*a, b*b) / m
        eri = mol.intor("int2e", shls_slice=(span[l] + span[k]) * 2)
        eri = eri.reshape(a, m, b, n, a, m, b, n)
        K[l, k] = np.einsum("amcnbmdn->abcd", eri).reshape(a*a, b*b) / m
        W[l, k] = 4 * J[l, k] - 2 * K[l, k]

# Radial grid, used for enclosed charges and for the starting potential
t = np.linspace(np.log(1e-5), np.log(80.0), 4000)
r = np.exp(t)
weight = r * (t[1] - t[0])
chi = []
for l in range(3):
    norm = np.sqrt(2 * (2 * exps[l])**(l + 1.5) / gamma(l + 1.5))
    chi.append(norm[:, None] * r**(l + 1) * np.exp(-np.outer(exps[l], r**2)))
screened = -(1 + (Z - 1) / (3.0 * np.expm1(r / 0.9) + 1)) / r
guess = [T[l] + (chi[l] * weight * screened) @ chi[l].T for l in range(3)]
X = []
for l in range(3):
    s_val, s_vec = eigh(S[l])
    X.append(s_vec / np.sqrt(s_val))


def solve(q4s, q3d, frozen=(0, 0, 0), core=None):
    """Minimize the average energy; frozen = number of fixed shells per l."""
    occ = [[2, 2, 2] + ([q4s] if q4s > 0 else []), [6, 6], [q3d]]
    shells = [(l, k, q) for l in range(3) for k, q in enumerate(occ[l])]
    size = len(shells)
    c = np.zeros((size, size))
    for i, (li, _, qi) in enumerate(shells):
        ni = 4 * li + 2
        for j, (lj, _, qj) in enumerate(shells):
            c[i, j] = qi * qj / (ni * (4 * lj + 2))
        c[i, i] = qi * (qi - 1) / (ni * (ni - 1))
    basis = []
    for l in range(3):
        if frozen[l]:
            fixed = core[l][:, :frozen[l]]
            basis.append(X[l] @ null_space(fixed.T @ S[l] @ X[l]))
        else:
            basis.append(X[l])
    fock = [basis[l].T @ guess[l] @ basis[l] for l in range(3)]
    active = [l for l in range(3) if len(occ[l]) > frozen[l]]
    history = []
    for cycle in range(300):
        C, U, eps = [], [], []
        for l in range(3):
            e, u = eigh(fock[l])
            orb = basis[l] @ u
            if frozen[l]:
                orb = np.hstack([core[l][:, :frozen[l]], orb])
            C.append(orb)
            U.append(u)
            eps.append(e)
        dens = [np.outer(C[l][:, k], C[l][:, k]).ravel()
                for l, k, _ in shells]
        field = [[W[l, shells[j][0]] @ dens[j] for j in range(size)]
                 for l in range(3)]
        F, energy, kinetic = [], 0.0, 0.0
        for i, (l, k, q) in enumerate(shells):
            two = sum(c[i, j] * field[l][j] for j in range(size))
            F.append(q * H[l] + (2*l + 1) * two.reshape(H[l].shape))
            v = C[l][:, k]
            energy += 0.5 * (q * (v @ H[l] @ v) + v @ F[i] @ v)
            kinetic += q * (v @ T[l] @ v)
        new, errors = {}, []
        for l in active:
            mo = basis[l] @ U[l]
            open_ = [i for i, s in enumerate(shells)
                     if s[0] == l and s[1] >= frozen[l]]
            M = [mo.T @ F[i] @ mo / shells[i][2] for i in open_]
            R = M[0].copy()
            q = np.zeros(len(R))
            for a, i in enumerate(open_):
                R[a, :], R[:, a] = M[a][a, :], M[a][:, a]
                q[a] = shells[i][2]
            for a, b in combinations(range(len(open_)), 2):
                if abs(q[a] - q[b]) > 1e-9:
                    R[a, b] = R[b, a] = ((q[a] * M[a][a, b]
                                         - q[b] * M[b][a, b])
                                        / (q[a] - q[b]))
            gradient = R * (q[None, :] - q[:, None])
            new[l] = U[l] @ R @ U[l].T
            errors.append((U[l] @ gradient @ U[l].T).ravel())
        error = np.concatenate(errors)
        if np.max(np.abs(error)) < 1e-6:
            break
        if cycle < 5:
            for l in active:
                fock[l] = 0.5 * fock[l] + 0.5 * new[l]
            continue
        history = (history + [(new, error)])[-8:]
        n = len(history)
        A = np.zeros((n + 1, n + 1))
        A[:n, :n] = [[x[1] @ y[1] for y in history] for x in history]
        A[:n, :n] /= A[n - 1, n - 1]
        A[n, :n] = A[:n, n] = 1
        rhs = np.zeros(n + 1)
        rhs[n] = 1
        mix = np.linalg.lstsq(A, rhs, rcond=None)[0][:n]
        for l in active:
            fock[l] = sum(w * h[0][l] for w, h in zip(mix, history))
    else:
        raise AssertionError("self-consistency not reached")
    return {"E": energy, "T": kinetic, "C": C, "eps": eps,
            "fock": [S[l] @ basis[l] @ fock[l] @ basis[l].T @ S[l]
                     for l in range(3)]}


def curve(state, l, k):
    return state["C"][l][:, k] @ chi[l]


def enclosed(P):
    return cumulative_trapezoid(P**2 * r, t, initial=0)


def inside(valence, core_shell):
    return np.sum(weight * core_shell**2 * enclosed(valence))


def mean_r(P):
    return np.sum(weight * P**2 * r)


ref = solve(2, 2)
guess = ref["fock"]
core = ref["C"]
AR, NE = (3, 2, 0), (2, 1, 0)
configs = {"s2d2": (2, 2), "s1d3": (1, 3), "d4": (0, 4),
           "s1d2 (ion)": (1, 2), "s2d1 (ion)": (2, 1)}
relaxed = {n: solve(*q) for n, q in configs.items()}
argon = {n: solve(*q, AR, core) for n, q in configs.items()}
neon = {n: solve(*q, NE, core) for n, q in configs.items()}
D_ar = {n: argon[n]["E"] - relaxed[n]["E"] for n in configs}
D_ne = {n: neon[n]["E"] - relaxed[n]["E"] for n in configs}
P3p, P3s, P2p = curve(ref, 1, 1), curve(ref, 0, 2), curve(ref, 1, 0)
P3d, P4s = curve(ref, 2, 0), curve(ref, 0, 3)


def sigma(name, shell):
    ns, nd = configs[name]
    total = nd * inside(curve(argon[name], 2, 0), shell)
    if ns:
        total += ns * inside(curve(argon[name], 0, 3), shell)
    return total


sig3p = {n: sigma(n, P3p) for n in configs}
sig2p = {n: sigma(n, P2p) for n in configs}
r3p = {n: mean_r(curve(relaxed[n], 1, 1)) for n in configs}


def response(l, k, direct, exchange):
    """Second-order energy of 3p in the field of one added electron."""
    v = ref["C"][l][:, k]
    p = np.outer(v, v).ravel()
    op = (2 * direct * J[1, l] - exchange * K[1, l]) @ p / (4 * l + 2)
    orb, e = ref["C"][1], ref["eps"][1]
    element = orb[:, 2:].T @ op.reshape(S[1].shape) @ orb[:, 1]
    return -6 * np.sum(element**2 / (e[2:] - e[1]))


drive = {"3d direct": response(2, 0, 1, 0),
         "3d exchange": response(2, 0, 0, 1),
         "3d total": response(2, 0, 1, 1),
         "4s total": response(0, 3, 1, 1)}
only3p = solve(1, 3, (3, 1, 0), core)
share3p = (argon["s1d3"]["E"] - only3p["E"]) / D_ar["s1d3"]
small = {x: solve(2, 2 - x, AR, core)["E"] - solve(2, 2 - x)["E"]
         for x in (0.05, 0.10)}
power_ratio = small[0.10] / small[0.05]

print(f"s2d2 average energy: {ref['E']:.4f} hartree")
print(f"s2d2 virial ratio -E/T: {-ref['E'] / ref['T']:.7f}")
for label, P in (("2p", P2p), ("3s", P3s), ("3p", P3p),
                 ("3d", P3d), ("4s", P4s)):
    print(f"s2d2 mean radius {label}: {mean_r(P):.4f} bohr")
for label, P in (("2p", P2p), ("3s", P3s), ("3p", P3p)):
    print(f"S on {label}: 3d {inside(P3d, P):.5f}, "
          f"4s {inside(P4s, P):.5f} electron")
for n, (ns, nd) in configs.items():
    d = curve(argon[n], 2, 0)
    print(f"{n}: E-E(s2d2) {relaxed[n]['E'] - ref['E']:.5f} hartree")
    print(f"  frozen Ar: <r>3d {mean_r(d):.4f} bohr, "
          f"S(3d,3p) {inside(d, P3p):.4f}")
    print(f"  sigma: 3p {sig3p[n]:.4f}, 2p {sig2p[n]:.5f} electron")
    if n != "s2d2":
        rigid = ((nd - 2) * inside(P3d, P3p)
                 + (ns - 2) * inside(P4s, P3p))
        print(f"  change of sigma 3p: rigid {rigid:+.4f}, "
              f"net {sig3p[n] - sig3p['s2d2']:+.4f} electron")
        print(f"  relaxed 3p radius shift: "
              f"{1000 * (r3p[n] - r3p['s2d2']):+.3f} millibohr")
        print(f"  D: Ar {1000 * D_ar[n]:.4f}, "
              f"Ne {1000 * D_ne[n]:.5f} millihartree")
for n in ("s1d3", "d4"):
    print(f"{n} D in eV: Ar {D_ar[n] * HARTREE_EV:.5f}, "
          f"Ne {D_ne[n] * HARTREE_EV:.6f} eV")
for label, value in drive.items():
    print(f"3p response to one {label}: {1000 * value:.4f} millihartree")
print(f"s1d3 Ar error removed by freeing 3p alone: {share3p:.4f}")
for x, value in small.items():
    print(f"D for s2d(2-{x:.2f}): {1e6 * value:.3f} microhartree")
print(f"ratio of D on doubling the d change: {power_ratio:.4f}")

# Average energy against every determinant of s1d3, in contracted orbitals
state = relaxed["s1d3"]
contracted = [[l] + [[float(e), float(v)] for e, v in
                     zip(exps[l], state["C"][l][:, k])]
              for l, count in enumerate((4, 2, 1)) for k in range(count)]
small_mol = gto.M(atom="Ti 0 0 0", basis={"Ti": contracted},
                  spin=0, verbose=0)
h = np.diag(small_mol.intor("int1e_kin") + small_mol.intor("int1e_nuc"))
eri = small_mol.intor("int2e").reshape((15,) * 4)
coulomb = np.einsum("iijj->ij", eri)
exchange = np.einsum("ijji->ij", eri)
outer_s = int(np.argmax(np.diag(small_mol.intor("int1e_r2"))[:4]))
closed = [i for i in range(10) if i != outer_s]
energies = []
for s_spin in (0, 1):
    for chosen in combinations(range(10), 3):
        n = np.zeros((2, 15))
        n[:, closed] = 1
        n[s_spin, outer_s] = 1
        for spin_orbital in chosen:
            n[spin_orbital // 5, 10 + spin_orbital % 5] = 1
        both = n.sum(axis=0)
        energies.append(h @ both + 0.5 * both @ coulomb @ both
                        - 0.5 * sum(x @ exchange @ x for x in n))
assert abs(np.mean(energies) - state["E"]) < 1e-6

# Shell theorem: field at an off-centre point against enclosed charge


def potential(radius, indices):
    with small_mol.with_rinv_origin((0.0, 0.0, radius)):
        return np.mean(np.diag(small_mol.intor("int1e_rinv"))[indices])


for indices, l, k in (([outer_s], 0, 3), (list(range(10, 15)), 2, 0)):
    for radius in (0.5, 1.0, 2.0):
        step = 1e-3
        slope = (potential(radius + step, indices)
                 - potential(radius - step, indices)) / (2 * step)
        charge = np.interp(radius, r, enclosed(curve(state, l, k)))
        assert abs(-radius**2 * slope - charge) < 3e-5

# Variational, quadratic and causal claims
assert abs(ref["E"] / ref["T"] + 1) < 1e-4
assert abs(D_ar["s2d2"]) < 1e-7 and abs(D_ne["s2d2"]) < 1e-7
assert abs(power_ratio - 4) < 0.8
for n in configs:
    assert D_ar[n] > -1e-8 and D_ne[n] > -1e-8
for n in ("s1d3", "d4", "s2d1 (ion)"):
    assert D_ar[n] > 3 * D_ar["s1d2 (ion)"]
    assert D_ne[n] < 0.1 * D_ar[n]
    assert (r3p[n] - r3p["s2d2"]) * (sig3p[n] - sig3p["s2d2"]) > 0
assert inside(P3d, P3p) > 5 * inside(P4s, P3p)
assert abs(drive["3d total"]) > 10 * abs(drive["4s total"])
assert abs(drive["3d exchange"]) < 0.5 * abs(drive["3d direct"])
print("all assertions hold")
```

Running it gives:

```
s2d2 average energy: -848.3629 hartree
s2d2 virial ratio -E/T: 1.0000251
s2d2 mean radius 2p: 0.2896 bohr
s2d2 mean radius 3s: 1.0124 bohr
s2d2 mean radius 3p: 1.0928 bohr
s2d2 mean radius 3d: 1.4874 bohr
s2d2 mean radius 4s: 3.7662 bohr
S on 2p: 3d 0.01301, 4s 0.00215 electron
S on 3s: 3d 0.31773, 4s 0.02127 electron
S on 3p: 3d 0.35735, 4s 0.02557 electron
s2d2: E-E(s2d2) -0.00000 hartree
  frozen Ar: <r>3d 1.4874 bohr, S(3d,3p) 0.3573
  sigma: 3p 0.7658, 2p 0.03030 electron
s1d3: E-E(s2d2) 0.05841 hartree
  frozen Ar: <r>3d 1.7985 bohr, S(3d,3p) 0.2876
  sigma: 3p 0.8812, 2p 0.03102 electron
  change of sigma 3p: rigid +0.3318, net +0.1153 electron
  relaxed 3p radius shift: +14.160 millibohr
  D: Ar 4.5517, Ne 0.00606 millihartree
d4: E-E(s2d2) 0.19310 hartree
  frozen Ar: <r>3d 2.2655 bohr, S(3d,3p) 0.2260
  sigma: 3p 0.9041, 2p 0.02977 electron
  change of sigma 3p: rigid +0.6636, net +0.1383 electron
  relaxed 3p radius shift: +19.253 millibohr
  D: Ar 8.0956, Ne 0.01568 millihartree
s1d2 (ion): E-E(s2d2) 0.21295 hartree
  frozen Ar: <r>3d 1.4482 bohr, S(3d,3p) 0.3662
  sigma: 3p 0.7665, 2p 0.02966 electron
  change of sigma 3p: rigid -0.0256, net +0.0007 electron
  relaxed 3p radius shift: -1.160 millibohr
  D: Ar 0.0917, Ne 0.00018 millihartree
s2d1 (ion): E-E(s2d2) 0.31367 hartree
  frozen Ar: <r>3d 1.2761 bohr, S(3d,3p) 0.4288
  sigma: 3p 0.5217, 2p 0.02506 electron
  change of sigma 3p: rigid -0.3573, net -0.2441 electron
  relaxed 3p radius shift: -22.331 millibohr
  D: Ar 13.5337, Ne 0.00872 millihartree
s1d3 D in eV: Ar 0.12386, Ne 0.000165 eV
d4 D in eV: Ar 0.22029, Ne 0.000427 eV
3p response to one 3d direct: -26.7850 millihartree
3p response to one 3d exchange: -0.0047 millihartree
3p response to one 3d total: -26.7004 millihartree
3p response to one 4s total: -0.3268 millihartree
s1d3 Ar error removed by freeing 3p alone: 0.8138
D for s2d(2-0.05): 21.354 microhartree
D for s2d(2-0.10): 87.993 microhartree
ratio of D on doubling the d change: 4.1206
all assertions hold
```
